# A j = 3/2 multiplet in the double group of C3v

## Problem

An atomic multiplet with \(j=3/2\) and parity \(p=\pm1\) sits at a site of symmetry \(C_{3v}\). The threefold axis is \(z\), and one of the three mirrors is the \(xz\) plane. The multiplet is described by four-component Dirac spinors \(|m\rangle\), \(m=\pm\tfrac12,\pm\tfrac32\).

(a) Construct the double group of \(C_{3v}\) and its irreducible representations (irreps).

(b) Reduce the \(j=3/2\) multiplet.

(c) Decide which degeneracies are enforced by the spatial group and which need time reversal \(T\).

(d) Find the levels of the model

\[
H=D\left(J_z^2-\tfrac54\right)+bW,\qquad W=\frac{J_+^3-J_-^3}{6i},
\]

for \(D=10\) meV, \(b=2\) meV and \(p=-1\). Here \(\mathbf J\) is in units of \(\hbar\) and \(J_\pm=J_x\pm iJ_y\). Since \((J_+^3)^\dagger=J_-^3\), \(W\) is Hermitian.

## First estimate by scaling

Treat each component of \(\mathbf J\) as a number of size \(j\). Then \(J_z^2\) ranges from about zero to \(j^2\), so the first term should separate the pairs \(m=\pm\frac12\) and \(m=\pm\frac32\) by

\[
\Delta_{\rm est}\sim Dj^2=2.25\,D=22.5\ \text{meV}.
\]

The operator \(W\) contains three factors of \(J_\pm\), so its matrix elements should be of size \(j^3/6\). Coupling two degenerate states by an element of size \(M\) splits them by \(2M\), which gives

\[
\delta_{\rm est}\sim 2b\,\frac{j^3}{6}=1.125\,b=2.25\ \text{meV}.
\]

This estimate does not distinguish one pair from the other. Whether a splitting is allowed at all is a question of symmetry.

## Exact solution

### The twelve elements and their classes

A rotation by \(\theta\) about \(\mathbf n\) acts as \(e^{-i\theta\,\mathbf n\cdot\mathbf J}\). A mirror is inversion times a half-turn about the mirror's normal. Inversion commutes with rotations, and with the phase chosen below its square is 1, so the multiplication rules follow from the spin-1/2 matrices of the rotational parts:

\[
c=e^{-i\pi\sigma_z/3},\qquad s=e^{-i\pi\sigma_y/2}=-i\sigma_y .
\]

Here \(c\) stands for \(C_3\) and \(s\) for the mirror \(\sigma\) in the \(xz\) plane; \(\sigma_y,\sigma_z\) with subscripts are Pauli matrices. We have \(c^3=e^{-i\pi\sigma_z}=-1\) and \(s^2=(-i\sigma_y)^2=-1\). This common element is the full turn \(\bar E\). Because \(\sigma_y\sigma_z\sigma_y=-\sigma_z\), conjugation by \(s\) inverts \(c\). Thus

\[
c^3=s^2=\bar E,\qquad \bar E^2=E,\qquad scs^{-1}=c^{-1}.
\]

The last relation lets every \(s\) be moved to the right, and \(s^2=c^3\) removes pairs of them. Every element is therefore \(c^k\) or \(c^ks\) with \(k=0,\dots,5\). The six matrices \(c^k\) are diagonal and distinct, and the six \(c^ks\) are off-diagonal and distinct, so the order is 12.

Conjugation by \(s\) turns \(c^k\) into \(c^{-k}\). This gives the classes \(\{E\}\), \(\{\bar E\}\), \(\{c,c^5\}\) and \(\{c^2,c^4\}\). For the mirrors, use \(sc^{-1}=cs\):

\[
c(c^ks)c^{-1}=c^{k+1}(sc^{-1})=c^{k+2}s,\qquad
s(c^ks)s^{-1}=sc^k=c^{-k}s .
\]

Both operations preserve whether \(k\) is even or odd, and the first connects all \(k\) of the same kind. The mirrors therefore form two classes of three, making six classes in all.

The inverse of the mirror is \(s^{-1}=s^3=c^3s\), which has odd \(k\), whereas \(s\) has \(k=0\). A mirror and its inverse thus lie in different classes. In a unitary representation \(\chi(g^{-1})=\chi(g)^*\), so \(\chi(s)\) is free to be complex. By contrast, \(c\) and \(c^{-1}\) share a class, and \(\chi(c)\) must be real.

### The irreps

In a one-dimensional irrep the matrices are numbers and commute. Then \(scs^{-1}=c^{-1}\) gives \(\chi(c)^2=1\), and \(s^2=c^3\) gives \(\chi(s)^2=\chi(c)^3=\chi(c)\). There are four solutions:

\[
(\chi(c),\chi(s))=(1,1),\ (1,-1),\ (-1,i),\ (-1,-i).
\]

The first two, \(A_1\) and \(A_2\), have \(\chi(\bar E)=\chi(c)^3=1\) and are single-valued. The last two have \(\chi(\bar E)=-1\) and are double-valued; call them \({}^1E_{3/2}\) and \({}^2E_{3/2}\).

Two two-dimensional irreps remain. For \(E\), take \(c=\mathrm{diag}(e^{2\pi i/3},e^{-2\pi i/3})\) and let \(s\) exchange the basis vectors. For \(E_{1/2}\), take the spin-1/2 matrices themselves. Their characters are \(2\cos(2\pi k/3)\) and \(2\cos(\pi k/3)\) on \(c^k\), and zero on every mirror. In both cases

\[
\frac1{12}\sum_g|\chi(g)|^2=\frac{4+1+1+4+1+1}{12}=1,
\]

so both are irreducible. The squared dimensions add to \(1+1+4+4+1+1=12\), the order of the group, and the list is complete.

| | \(E\) | \(\bar E\) | \(C_3\) | \(\bar EC_3\) | \(\sigma\) | \(\bar E\sigma\) |
|---|---|---|---|---|---|---|
| \(A_1\) | 1 | 1 | 1 | 1 | 1 | 1 |
| \(A_2\) | 1 | 1 | 1 | 1 | −1 | −1 |
| \(E\) | 2 | 2 | −1 | −1 | 0 | 0 |
| \(E_{1/2}\) | 2 | −2 | 1 | −1 | 0 | 0 |
| \({}^1E_{3/2}\) | 1 | −1 | −1 | 1 | \(i\) | \(-i\) |
| \({}^2E_{3/2}\) | 1 | −1 | −1 | 1 | \(-i\) | \(i\) |

### Action on the Dirac multiplet

The large and small components of a Dirac spinor have the same \(j\) and \(m\), so \(C_3|m\rangle=e^{-2\pi im/3}|m\rangle\).

For the half-turn about \(y\), regard \(|m\rangle\) as a symmetric product of \(2j\) spins 1/2, with \(j+m\) up and \(j-m\) down. The matrix \(-i\sigma_y\) sends up to down and down to minus up. Each of the \(j-m\) down spins contributes one sign:

\[
e^{-i\pi J_y}|m\rangle=(-1)^{j-m}|-m\rangle .
\]

Inversion acts as \(\psi(\mathbf r)\to\beta\psi(-\mathbf r)\), with \(\beta=+1\) on the large and \(-1\) on the small components. If the large component has orbital number \(l\), the small one has \(l'=l\pm1\). The small component acquires \(-(-1)^{l'}=(-1)^l\), the same factor as the large one. The whole spinor has parity \(p=(-1)^l\), and

\[
\sigma|m\rangle=p(-1)^{j-m}|-m\rangle .
\]

### Reduction

The mirrors change \(m\) into \(-m\), so they have no diagonal elements and zero trace. On the rotations,

\[
\chi(c^k)=2\cos(\pi k)+2\cos(\pi k/3)=4,-1,1,-4,1,-1\quad(k=0,\dots,5).
\]

The multiplicity of an irrep is \(\frac1{12}\sum_g\chi_{\rm irrep}(g)^*\chi(g)\). For \(E_{1/2}\), whose characters on \(c^k\) are \(2,1,-1,-2,-1,1\), it is

\[
\frac{8-1-1+8-1-1}{12}=1.
\]

For each complex irrep, with characters \((-1)^k\) on \(c^k\), it is \((4+1+1+4+1+1)/12=1\). The dimensions \(2+1+1\) exhaust the four states, hence

\[
\boxed{\,j=\tfrac32\;\to\;E_{1/2}\oplus{}^1E_{3/2}\oplus{}^2E_{3/2}\,}
\]

The pair \(m=\pm\frac12\) carries \(E_{1/2}\). In the other pair, \(C_3\) multiplies both states by \(e^{\mp i\pi}=-1\), so it cannot tell them apart. The mirror gives \(\sigma|\tfrac32\rangle=p|-\tfrac32\rangle\) and \(\sigma|-\tfrac32\rangle=-p|\tfrac32\rangle\). Define

\[
v_q=\frac{|\frac32\rangle-iq|-\frac32\rangle}{\sqrt2},\qquad q=\pm1.
\]

Then, using \(1/(iq)=-iq\),

\[
\sigma v_q=\frac{p}{\sqrt2}\left(|-\tfrac32\rangle+iq|\tfrac32\rangle\right)
=\frac{ipq}{\sqrt2}\left(|\tfrac32\rangle-iq|-\tfrac32\rangle\right)=ipq\,v_q .
\]

Each \(v_q\) is an irrep by itself. Changing the parity exchanges the two labels but leaves the reduction as it is.

### What time reversal adds

For Dirac spinors \(T=-i\Sigma_yK\), where \(K\) is complex conjugation and \(\Sigma_y\) is the spin matrix on both components. It reverses \(\mathbf p\) and \(\boldsymbol\alpha\), and leaves \(\beta\) and a scalar potential \(V(\mathbf r)\) unchanged. It therefore commutes with \(c\,\boldsymbol\alpha\cdot\mathbf p+\beta m_ec^2+V\), where in this expression \(c\) is the speed of light.

The mirror operator consists of the real matrices \(\beta\) and \(-i\Sigma_y\), which commute, and the substitution \(y\to-y\). Hence \(T\sigma=\sigma T\). Let \(v\) be a state of energy \(\varepsilon\) with \(\sigma v=\lambda v\), \(\lambda=\pm i\). Because \(T\) is antiunitary,

\[
\sigma(Tv)=T(\lambda v)=\lambda^*\,Tv=-\lambda\,Tv .
\]

So \(Tv\) belongs to the other complex irrep and is orthogonal to \(v\). If \([H,T]=0\), then \(H(Tv)=T(Hv)=\varepsilon\,Tv\), and the two irreps are degenerate.

The doublet \(E_{1/2}\) is already degenerate through \(C_{3v}\), and \(T\) does not force it to double again. To see this, let \(u\) satisfy \(C_3u=e^{-i\pi/3}u\), and put \(A=\sigma^{-1}T\). Since \(T\) reverses both \(\mathbf J\) and \(i\), it commutes with \(C_3\), and

\[
C_3Au=\sigma^{-1}C_3^{-1}Tu=\sigma^{-1}T(e^{i\pi/3}u)=e^{-i\pi/3}Au .
\]

Thus \(A\) returns a state of the same type. Moreover \(A^2=\sigma^{-2}T^2=(-1)(-1)=1\), so \(A\) acts like ordinary complex conjugation, and \(u\) can be chosen with \(Au=u\), that is \(Tu=\sigma u\). The Kramers partner is then the partner that the mirror already supplies.

### Which terms can split the pair

Each irrep occurs once in the multiplet. By Schur's lemma a Hermitian operator invariant under \(C_{3v}\) has one real value on \(E_{1/2}\) and one on each \(v_q\): three parameters. Invariance under \(T\) equates the last two and leaves two parameters.

The three operators \(1\), \(J_z^2-\frac54\) and \(W\) span these invariants. The second equals \(+1\) on \(m=\pm\frac32\) and \(-1\) on \(m=\pm\frac12\). For \(W\), use \(J_+|m\rangle=\sqrt{j(j+1)-m(m+1)}\,|m+1\rangle\):

\[
J_+^3|-\tfrac32\rangle=\sqrt3\cdot2\cdot\sqrt3\,|\tfrac32\rangle=6|\tfrac32\rangle .
\]

The adjoint relation is \(J_-^3|\frac32\rangle=6|-\frac32\rangle\). Therefore \(W|-\frac32\rangle=-i|\frac32\rangle\) and \(W|\frac32\rangle=i|-\frac32\rangle\), while \(W\) vanishes on \(m=\pm\frac12\), where three steps lead out of the multiplet. It follows that

\[
Wv_q=\frac{i|-\frac32\rangle-q|\frac32\rangle}{\sqrt2}=-q\,v_q .
\]

So \(W\) is diagonal in the irreps and respects \(C_{3v}\). It takes opposite values on states exchanged by \(T\), so it is odd under \(T\).

No component of \(\mathbf J\) itself is invariant: averaging over the threefold rotations removes \(J_x\) and \(J_y\), and the \(xz\) mirror reverses \(J_z\). A uniform magnetic field therefore cannot produce this splitting while keeping all of \(C_{3v}\). The operator \(W\), of third order in \(\mathbf J\), is a magnetic octupole. It could describe the mean field of a magnetic order that leaves the \(C_{3v}\) operations intact.

### Levels

The energies are

\[
\varepsilon(E_{1/2})=-D\ \text{(twice)},\qquad \varepsilon(v_q)=D-qb .
\]

With \(b=0\) the levels are \(-10\) and \(10\) meV, each twofold. With \(b=2\) meV the lower level stays at \(-10\) meV and remains double. The upper one becomes \(10-2=8\) meV for \(q=+1\) and \(10+2=12\) meV for \(q=-1\). For \(p=-1\) the mirror eigenvalue \(ipq\) is \(-i\) at 8 meV and \(+i\) at 12 meV. The splitting is \(2|b|=4\) meV.

For large \(|b|\) the pair moves to about \(\pm|b|\). When \(|b|=2|D|\), one of its members meets the doublet. The levels cross without repulsion, because a \(C_{3v}\)-invariant \(H\) has no matrix element between different irreps. This threefold coincidence is accidental and disappears when \(b\) is changed.

## Comparison

The exact distance between the unsplit pairs is \(2D=20\) meV, against the estimate of 22.5 meV. The estimate set the smallest value of \(J_z^2\) to zero, whereas it is \(\frac14\): the true factor is \(j^2-\frac14=2\).

The splitting is 4 meV, against the estimate of 2.25 meV, which is 44% below the exact value. The reason appears in the matrix element for general half-integer \(j\ge\frac32\):

\[
\langle\tfrac32|J_+^3|-\tfrac32\rangle=(j-\tfrac12)(j+\tfrac12)(j+\tfrac32)
=j^3+\tfrac32j^2-\tfrac14j-\tfrac38 .
\]

Scaling keeps only \(j^3\). The next term is smaller by the factor \(3/(2j)\), which tends to zero for large \(j\) but equals 1 at \(j=\frac32\). The estimate thus has the right order of magnitude and no better accuracy.

For \(E_{1/2}\) the estimate fails in kind: it offers a splitting of order \(b\), and the exact value is zero.

Within the four states, the \(T\)-even part of \(H\) contains just \(J_z^2\), which has full axial symmetry. One may ask whether that extra symmetry, and not \(T\), holds the pair together. A larger space settles this, because there \(C_{3v}\) and \(T\) no longer imply axial symmetry. Both \(\sigma^{-1}\) and \(T\) reverse \(m\), so \(A=\sigma^{-1}T\) maps each \(|m\rangle\) of each multiplet to a phase times itself. The phases can then be chosen so that \(A|m\rangle=|m\rangle\). For a mirror-invariant \(H\), invariance under \(T\) is the same as invariance under \(A\), that is, real matrix elements in this basis. Consider \(h=\langle\frac32,a|H|-\frac32,b\rangle\) between multiplets \(a\) and \(b\). It is allowed by \(C_3\), which equals \(-1\) on both states. The mirror only fixes \(\langle-\frac32,a|H|\frac32,b\rangle=\pm h\). For \(a=b\) the sign is minus and the element on the left is \(h^*\), so \(h\) is imaginary: this is \(W\), which \(T\) removes. For \(a\ne b\) there is no further condition, and a real \(h\) survives. It changes \(m\) by 3 and does not commute with \(J_z\). A random Hamiltonian mixing \(p_{3/2}\), \(d_{3/2}\) and \(d_{5/2}\), restricted by \(C_{3v}\) alone, has four doublets and six singlets. Imposing \(T\) as well leaves seven doublets. These counts are in the numerical output below.

The conclusion that time reversal alone joins the complex irreps is shown here for the spatial group \(C_{3v}\). Further spatial symmetry can change it, though not every addition does. In \(C_{6v}\), for instance, a rotation by \(60^\circ\) multiplies \(|\pm\frac32\rangle\) by \(\mp i\), and the mirror exchanges these two states. They then form a two-dimensional irrep, and the spatial group protects their degeneracy. The same rotation changes the sign of \(J_\pm^3\), so \(W\) is forbidden there.

## Computed results

```
group order: 12  number of classes: 6
class sizes: [1, 1, 2, 2, 3, 3]
characters, columns: E, Ebar, C3, Ebar C3, mirror, Ebar mirror
elements in class: [1, 1, 2, 2, 3, 3]
    A1    1    1    1    1    1    1   Frobenius-Schur 1
    A2    1    1    1    1   -1   -1   Frobenius-Schur 1
     E    2    2   -1   -1    0    0   Frobenius-Schur 1
  E1/2    2   -2    1   -1    0    0   Frobenius-Schur -1
 1E3/2    1   -1   -1    1   +i   -i   Frobenius-Schur 0
 2E3/2    1   -1   -1    1   -i   +i   Frobenius-Schur 0
j=3/2 characters, same columns: ['4', '-4', '-1', '1', '0', '0']
multiplicities in j=3/2: {'A1': 0, 'A2': 0, 'E': 0, 'E1/2': 1, '1E3/2': 1, '2E3/2': 1}
largest error of four-component spinor action: 2.2e-16
independent C3v invariants in j=3/2: 3  T-even ones: 2
random 14-state H, C3v only: doublets 4  singlets 6
random 14-state H, C3v and T: doublets 7  singlets 0
model parameters: D = 10.0 meV, b = 2.0 meV, parity p = -1
levels with b = 0 (meV): -10.000 -10.000 10.000 10.000
levels with b on (meV): -10.000 -10.000 8.000 12.000
level 8.000 meV has mirror eigenvalue -i
level 12.000 meV has mirror eigenvalue +i
splitting of the 3/2 pair: 4.000 meV
splitting of E1/2: 0.000 meV
```
